Z2 from hybrid Wannier centres by tracking the largest gap

**1. What symmetry leaves to be computed**

Take a two-dimensional crystal of non-interacting electrons with a direct gap at every momentum, an even number N of occupied bands, and time reversal Θ with Θ² = −1. Fix the crystal momentum k2 and localize the occupied states along the lattice vector a1. Their centres x_n(k2), n = 1…N, are defined up to a lattice translation.

Time reversal leaves position unchanged and reverses k2. The centres at −k2 therefore repeat those at k2, and half the zone, 0 ≤ k2 ≤ 1/2, carries all the information. At its two ends the centres form Kramers pairs. Between the ends a pair may separate, and each member may arrive with a partner displaced by some whole number of cells. The symmetry argument thus points to an integer built from these displacements. Section 3 shows that its parity does not depend on how the centres are labelled. That parity is the Z2 invariant: 0 for ordinary, 1 for topological.

Momenta are fractions of reciprocal vectors and centres are fractions of the lattice constant a, except where ångström are stated. In atomic units, ħ = e = m = 1, no further constants enter the algebra.

**2. Centres from a Wilson loop**

At fixed k2 the crystal is a chain with orbitals |m,j⟩, where m is the cell and τ_j the orbital's coordinate along a1. The position operator is X|m,j⟩ = (m + τ_j)|m,j⟩, and P projects on the occupied states. The centres are the eigenvalues of PXP. A translation by one cell shifts X by 1, so the spectrum repeats with period 1.

To reach momentum space, close the chain into a ring of N_k cells, put b = 1/N_k, and use

E = exp(−2πi b X).

An occupied Bloch state at k1 has amplitudes exp(2πi k1 m) u_j. Multiplication by E gives

exp[2πi (k1 − b) m] exp(−2πi b τ_j) u_j,

which has momentum k1 − b. With D = diag[exp(−2πi b τ_j)] and U_l the matrix of occupied eigenvectors at k1 = l b, the operator PEP takes coefficients c_{l+1} into M_l c_{l+1}, where

M_l = U_l† D U_{l+1}.

The eigenvalue equation M_l c_{l+1} = λ c_l, iterated once round the ring, gives

W c_0 = λ^{N_k} c_0,  W = M_0 M_1 … M_{N_k−1}.

For a localized eigenfunction of PXP, moved near the origin by a translation, λ = exp(−2πi b x)[1 + O(b²)]. Raising this to the power N_k = 1/b leaves an error O(b), so for a dense mesh

eigenvalues of W = exp(−2πi x_n).

At finite b each M_l is slightly non-unitary. From the singular value decomposition M = LΣR†, replace M by its unitary polar factor LR†. Since M†M = 1 − O(b²), the limit is unchanged, and W becomes unitary. A change of basis U_l → U_l V_l turns W into V_0†WV_0, so arbitrary phases from the diagonalizer do no harm.

As a test, the loop was compared with PXP diagonalized in a long open chain, for the model of Section 7 with λ_v = 0.2 eV at k2 = 0.2. The chain gives 0.5033 and 1.0731 Å; the largest loop error is 3.4 × 10⁻⁵ Å with 160 points.

**3. Partner switching and its parity**

Since ΘXΘ⁻¹ = X and ΘP(k2)Θ⁻¹ = P(−k2), the real spectra of PXP at k2 and −k2 coincide. At k2 = 0 and 1/2 these momenta are equivalent, so φ and Θφ share an eigenvalue. They are orthogonal: the antiunitary rule ⟨Θα|Θβ⟩ = ⟨β|α⟩ with α = φ, β = Θφ gives

⟨Θφ|φ⟩ = ⟨Θφ|Θ²φ⟩ = −⟨Θφ|φ⟩ = 0.

Follow the centres as continuous real functions X_n(k2), choosing partners equal at k2 = 0. At k2 = 1/2 the partners a, b of each new pair satisfy X_a − X_b = q, an integer. Define

ν = Σ_pairs q mod 2.

Now draw any continuous curve g(k2) that avoids the centres at both ends, and consider

F(k2) = Σ_n floor[X_n(k2) − g(k2)].

F changes by ±1 whenever one centre crosses the curve modulo a cell. The parity of the number of crossings is therefore that of F(1/2) − F(0). At the start partners contribute equally, so F(0) is even. At the end

F(1/2) = Σ_pairs {2 floor[X_b − g] + q},

which has the parity of ν. Hence

number of crossings ≡ ν (mod 2)

for every such curve. The result holds for any real end value of g, so an extra turn of the curve around the cell is harmless.

**4. Why this parity is the Fu–Kane invariant**

Let A_μ = i Σ_n ⟨u_n|∂_μ u_n⟩ be the traced Berry connection of the cell-periodic states. To first order det M = 1 − i b A_1, so

Σ x_n = (1/2π) ∮ A_1 dk1 (mod 1).

On an end line, the functions w_b and Θw_b that diagonalize PXP supply a Θ-symmetric gauge. In it the right-hand side equals 2Σ_pairs X_b. Another smooth Θ-symmetric gauge differs by a unitary V(k1) obeying det V(−k1) = [det V(k1)]*. At k1 = 0 and 1/2, V preserves the antisymmetric pairing matrix J, VᵀJV = J; taking Pfaffians gives det V = 1. The phase of det V thus winds by 2πp over half the line and, by the symmetry, by the same amount over the other half. The sum changes by the even number 2p. In a Θ-symmetric gauge the polarization P_Θ is therefore defined modulo 2, with P_Θ = 2Σ_pairs X_b.

Away from the ends, with Ω = ∂_1A_2 − ∂_2A_1 and periodicity in k1,

d(ΣX_n)/dk2 = (1/2π) ∮ ∂_2A_1 dk1 = −(1/2π) ∮ Ω dk1.

Since ν = ΣX_n(1/2) − 2Σ_pairs X_b(1/2) mod 2, and ΣX_n(0) = P_Θ(0),

ν = P_Θ(0) − P_Θ(1/2) − (1/2π) ∫_half Ω dk1 dk2 (mod 2).

This is the Fu–Kane form: boundary Berry phases minus the Berry flux through half the zone.

If s_z is conserved and there is one occupied band per spin, the curves may be chosen as X_↓(k2) = X_↑(−k2). Then q = X_↑(1/2) − X_↑(−1/2), which up to sign is the Chern number of the spin-up band. Z2 is its parity. With spin mixing there is no pure spin-up band and this argument lapses. A spin Chern number can still be defined as long as the projected spin P s_z P keeps a gap in its spectrum; the crossing count needs no such condition.

**5. The staircase and the algorithm**

Sample lines k2 = κ_0 = 0, …, κ_L = 1/2. On line i let w_i be the largest gap between neighbouring centres on the circle and g_i its midpoint. Use a staircase for g: keep it at g_i until line i+1, then jump to g_{i+1}. If no centre reaches g_i on the horizontal part, all crossings occur in the jumps:

M_i = number of centres of line i+1 between g_i and g_{i+1},

Z2 = Σ_i M_i mod 2.

The two arcs between the midpoints contain N centres together. As N is even, either arc gives the same parity, and plain comparison of numbers in [0,1) suffices. The largest gap is chosen because its midpoint lies w_i/2 from the nearest centre, the greatest clearance available on that line.

    LINE(k2):
        choose N_k; x_old = centres(k2, N_k)
        repeat:
            N_k = 2 N_k; x = centres(k2, N_k)
            if move(x_old, x) < line_tol: stop
            x_old = x
        return x, midpoint g, gap w

    ACCEPT(i, j):
        move(x_i, x_j) ≤ 0.3 min(w_i, w_j)
        and dist(g_i, every x_j) ≥ 0.3 w_i
        and dist(g_j, every x_i) ≥ 0.3 w_j

    Z2:
        start with evenly spaced lines from 0 to 1/2
        while some neighbours fail ACCEPT:
            if spacing < minimum: report failure
            insert the line halfway between them
        return (sum of M_i) mod 2

Here dist is the distance on the circle. The function move sorts both sets, tries the N cyclic matchings, and returns the smallest value of the largest displacement. These are the line, move and gap checks of the Z2Pack approach; the acceptance rules meant here are the ones written above.

**6. What the checks establish**

*Line check.* Consider the polar link between k1 − b/2 and k1 + b/2. Reversing b gives its adjoint, so its logarithm is odd in b: −i b A + b³C + …, where A is now the full connection matrix. The product of links is a midpoint integration with local error b³ and, after 1/b steps, total error proportional to b². If e(N_k) = K/N_k², then

e(N_k) − e(2N_k) = (3/4) K/N_k² = 3 e(2N_k).

After a doubling, the remaining error is one third of the last change, once the mesh is in this regime. The tests at 80 and 160 points gave errors of 1.37 × 10⁻⁴ and 3.44 × 10⁻⁵ Å, a ratio of 3.998. One third of their difference is thus (3.998 − 1)/3 = 0.999 times the actual remaining error.

Small increments need more caution. Going from N_k to N_k + δ changes the centres by about 2Kδ/N_k³, so the remaining error is N_k/(2δ) times the observed change. A small change then does not imply an equally small error.

*Move check.* If every centre stays within w_i/2 of its starting position throughout the interval, none can reach g_i. The limit 0.3w_i leaves a margin of 0.2w_i, provided the matched displacement is the real one and there is no larger excursion between the lines.

*Gap check.* It asks directly that each midpoint remain clear of the neighbouring line's centres, and demands 0.3w rather than 0.2w. It also protects the count for fixed midpoints: an error in a centre of line i+1 must exceed 0.3w_i to carry it across g_i, while its clearance from g_{i+1} is w_{i+1}/2 by construction. Near a tie of two gaps a small error can still move g_{i+1} to the other gap and change M_i; by Section 3 the total parity is unchanged as long as no centre meets the horizontal parts of the staircase.

These checks are not a proof. They see end points, and a centre that makes nearly a full turn between two lines looks almost stationary. The extreme case is a calculation with the two end lines alone. There the centres occur in pairs, each pair is counted wholly or not at all, and the answer is 0 for every insulator. For N = 2 let d be the circular distance between the pair at k2 = 0 and the pair at 1/2. Both gaps equal 1, and the distance from a midpoint to the other pair is 1/2 − d. For d ≤ 0.2 both checks pass, and nothing in them depends on whether the insulator is topological. The example of Section 7 does not reach this case: at λ_v = 0.2 eV, d = (2.425 − 0.771)/4 = 0.41, and the two-line sampling fails the checks. A reasonable number of initial lines is therefore part of the method.

**7. Worked example: the Kane–Mele model**

The honeycomb model has nearest-neighbour hopping t, spin–orbit hopping λ_SO, Rashba hopping λ_R, and site energies +λ_v on A and −λ_v on B. The round parameters are a = 4 Å, t = 1 eV and λ_SO = λ_R = 0.1 eV. Two of the four bands are occupied.

The zone corners predict where Z2 can change. There the three nearest-neighbour phases are 1, ω, ω² with ω = exp(2πi/3), and their sum removes t. Spin–orbit hopping contributes ±s, with s = 3√3 λ_SO. The Rashba term on a bond at angle θ is iλ_R(s_x sin θ − s_y cos θ), where s_x and s_y are Pauli matrices. Its two spin-flip elements carry exp(−iθ) and exp(iθ). Combined with the Bloch phases, one sums to magnitude 3λ_R and the other to zero. One A–B pair of opposite spins is therefore coupled and the other is not.

If the coupled pair has energies −s ± λ_v, the four levels are

−s ± r and s ± λ_v,  r = √(λ_v² + 9λ_R²).

For λ_v ≥ 0 and r ≤ 2s + λ_v, which holds for the parameters above, the gap lies between −s + r and s − λ_v, with magnitude |2s − λ_v − r|. If instead the other pair is coupled, all signs of s are reversed and the same magnitude follows. Closure requires r = 2s − λ_v. Squaring,

λ_v² + 9λ_R² = 4s² − 4sλ_v + λ_v²,

λ_c = s − 9λ_R²/(4s).

Here s = 0.5196 eV, so λ_c = 0.5196 − 0.0433 = 0.4763 eV, or 0.01750 hartree. The closure at both corners was tested on a momentum mesh. In the limit of large λ_v the electrons sit on the B sites, the centres approach the B coordinate for every k2, and Z2 = 0. The corner levels do not change when λ_v changes sign, so the gap also closes at −λ_c. The topological phase is expected for |λ_v| < λ_c.

The calculation agrees: Z2 = 1 at λ_v = 0.2 and 0.4 eV, and Z2 = 0 at 0.55 and 0.8 eV. In each case the parity was tested against continuous partner tracking and against a lattice evaluation of the Fu–Kane form. At 0.55 eV the midpoint passes two centres, at 0.8 eV none; only the parity has meaning.

The positions quoted below come from lines of 32 points, and their third decimal is not converged. On a dense mesh the centres move by up to 0.003 Å and the gaps by up to 0.004 Å (0.078 becomes 0.075 Å, 3.474 becomes 3.472 Å). This changes neither the crossing count nor the outcome of the checks discussed. For λ_v = 0.2 eV the pair starts at 0.771 Å and the midpoint at 2.771 Å. The decisive step is from k2 = 0.325 to 0.35, where the midpoint jumps from 2.660 to 0.555 Å. The new centres are 1.637 and 3.474 Å. The first lies between the midpoints, the second does not, so M = 1. The other arc contains the second centre and gives the same parity. All other steps give zero, hence Z2 = 1.

The partner switch can be read directly. One centre rises from 0.771 to 2.425 Å. The other falls through zero and ends at 2.425 − 4 = −1.575 Å. Their final separation is 4.000 Å, one cell.

The line at 0.325 was inserted by the gap check. Between 0.30 and 0.35 the largest move is 0.078 − (3.474 − 4) = 0.604 Å, below the limit 0.3 × 2.163 = 0.649 Å. But the midpoint at 0.30, 2.738 Å, lies only 0.736 Å from the centre at 3.474 Å, while 0.3 × 2.678 = 0.803 Å is required.

To examine the checks themselves, 44 unrefined samplings with 2 to 12 lines were evaluated. Eleven gave the wrong Z2, and all eleven failed the checks. Another 21 failed although their parity was right; the remaining 12 were right and passed. In this model the checks are cautious: failure means that the answer is not yet supported, not that it is wrong.

Two coupled layers, with interlayer hopping 0.05 eV, test four occupied bands. Layers with λ_v = 0.2 and 0.8 eV give three crossings and Z2 = 1. Layers with 0.2 and 0.3 eV, both topological, give two crossings and Z2 = 0. Both agree with the lattice Fu–Kane calculation. The numerical output gives the line-by-line record only for the single layer with λ_v = 0.2 eV; for the bilayers it gives the totals.

**8. Cost, stability and failure modes**

*Cost.* For n orbitals, a line needs N_k diagonalizations, of order N_k n³ operations for dense matrices. Links and polar factors add N_k(nN² + N³). Repeated doubling costs less than twice the final mesh, and because the meshes are nested, old eigenvectors can be reused. In the single-layer examples no line needed more than 64 points, and 11 to 14 lines sufficed.

With more bands the centres crowd the cell. The largest gap is guaranteed to be only at least 1/N, so the permitted motion may shrink as 1/N and more lines may be needed. The line tolerance should stay well below 0.3/N.

*Stability.* W is unitary up to rounding, so a small perturbation moves its eigenvalues by no more than about its own norm, even at the Kramers degeneracies. The weak point is the polar factor when a singular value of M_l is near zero. The occupied spaces at neighbouring points are then nearly orthogonal in some direction, and the mesh is too coarse or the gap nearly closed. The smallest singular value is worth recording.

If two gaps tie for the largest, either may be chosen. The midpoint may then jump far between lines, which the crossing theorem permits, but the gap check must still pass.

*Failure modes.* If the direct gap closes, P is not continuous and Z2 is undefined; refinement down to the minimum spacing should be reported as a failure, not turned into a number. If P is not mapped into itself by Θ, because magnetism breaks time reversal or because the chosen bands cut through a degenerate multiplet, the argument of Section 3 no longer guarantees the pairing at the ends; where the pairing is lost, the parity depends on the curve. The splitting of each pair at k2 = 0 and 1/2 should therefore be checked first.

Errors in the orbital coordinates τ_j are less serious for Z2 than for the centres. If spin partners keep a common τ_j, the coordinates can be deformed continuously to their correct values without breaking the end pairing. The individual integers q may change on the way, because a crossing of two centres between the ends can open or close, but their parity cannot. In ν = ΣX_n(1/2) − 2Σ_pairs X_b(1/2) mod 2, the first term follows the phase of det W continuously, and the second is continuous modulo 2 while the pairing holds. An integer modulo 2 that varies continuously is constant, so ν survives although the positions in ångström are wrong.

Values computed for the example and the checks

```
a = 4.0 angstrom, t = 1.0 eV
lambda_SO = 0.10 eV, lambda_R = 0.10 eV
tolerances: line 0.002 a, move 0.3, gap 0.3
open chain, k2=0.2, lv=0.2 eV: centres 0.5033, 1.0731 angstrom
loop error: 80 points 1.37e-04 angstrom
loop error: 160 points 3.44e-05 angstrom
error ratio on doubling: 3.998
critical lv = 0.4763 eV = 0.017504 hartree
lv(eV) gap(eV) lines max_points crossings Z2 lattice_Z2 |dX|
0.20 0.4787 12 32 1 1 1 1.0000
0.40 0.1392 14 64 1 1 1 1.0000
0.55 0.1373 12 64 2 0 0 0.0000
0.80 0.6152 11 32 0 0 0 0.0000
lv=0.2 eV: k2 points x1 x2 g gap (angstrom) crossed
0.00000 32 0.771 0.771 2.771 4.000 0
0.05000 32 0.715 0.830 2.773 3.884 0
0.10000 32 0.656 0.896 2.776 3.761 0
0.15000 32 0.590 0.973 2.782 3.617 0
0.20000 32 0.504 1.072 2.788 3.432 0
0.25000 32 0.367 1.209 2.788 3.158 0
0.30000 32 0.078 1.399 2.738 2.678 0
0.32500 32 1.514 3.806 2.660 2.292 0
0.35000 32 1.637 3.474 0.555 2.163 1
0.40000 32 1.907 2.977 0.442 2.930 0
0.45000 32 2.176 2.675 0.425 3.501 0
0.50000 32 2.425 2.425 0.425 4.000 0
unrefined samplings (2 to 12 lines): 44
wrong Z2: 11, wrong but passing checks: 0
right Z2 but failing checks: 21
bilayers, interlayer hopping 0.05 eV
lv1 lv2 (eV) gap(eV) lines crossings Z2 lattice_Z2
0.2 0.8 0.4872 12 3 1 1
0.2 0.3 0.2670 13 2 0 0
```
